# The Ioffe-Regel crossover from Rayleigh scattering and its first correction

## What fails without a crossover frequency

A kinetic calculation of heat conduction in a disordered solid gives each sound wave a speed and a mean free path and adds up the energy carried. If the waves are damped by Rayleigh scattering, with a rate growing as the fourth power of frequency, the calculation returns a mean free path at every frequency, however high. Nothing in it signals that the path has become shorter than the wave itself. Beyond that point a wave loses most of its energy before it has completed an oscillation in space, and wave packets travelling between collisions no longer describe the vibration.

The frequency where this happens can be estimated from the Rayleigh coefficient alone. How far the estimate can be trusted depends on the first correction to the Rayleigh law, and on what happens when that correction is not small.

## The criterion and its conventions

Let a plane wave of angular frequency \(\omega\) and speed \(v\) lose energy at the rate \(\Gamma(\omega)\), so that its energy decays as \(e^{-\Gamma t}\) and its amplitude as \(e^{-\Gamma t/2}\). The mean free path is \(\ell=v/\Gamma\). The Ioffe-Regel condition is taken here as a mean free path of half a wavelength. With \(\lambda=2\pi v/\omega\),

\[
\frac{v}{\Gamma}=\frac{\pi v}{\omega}\quad\Longrightarrow\quad \Gamma=\frac{\omega}{\pi}.
\]

The speed cancels, so the condition compares two rates.

Two properties of a damped mode, \(\ddot u+\Gamma\dot u+\omega_0^2u=0\), fix the meaning of \(\Gamma\). First, its solutions oscillate at \(\Omega=\sqrt{\omega_0^2-\Gamma^2/4}\). Between successive zeros of \(u\), a time \(\pi/\Omega\) apart, the energy falls by the factor \(e^{-\pi\Gamma/\Omega}\). At \(\Gamma=\omega_0/\pi\) the exponent is

\[
-\frac{1}{\sqrt{1-1/(4\pi^2)}}\approx-1.013 ,
\]

so the factor is 0.363, close to \(e^{-1}=0.368\). Time integration of the mode gives 0.3632.

Second, the power absorbed from a driving force of fixed amplitude is proportional to

\[
\omega\,\mathrm{Im}\,\frac{1}{\omega_0^2-\omega^2-i\omega\Gamma}
=\frac{\omega^2\Gamma}{(\omega_0^2-\omega^2)^2+\omega^2\Gamma^2}.
\]

Its maximum is \(1/\Gamma\), at \(\omega=\omega_0\). It has half this value where \((\omega_0^2-\omega^2)^2=\omega^2\Gamma^2\), that is, at the positive frequencies \(\omega_\pm=\sqrt{\omega_0^2+\Gamma^2/4}\pm\Gamma/2\). Their difference is \(\Gamma\). The rate in the criterion is therefore the full width at half maximum of this spectrum, not the half width.

## Leading order: the Rayleigh crossing

Insert \(\Gamma=B\omega^4\), with \(B\) in s³ and \(\omega\) in rad/s:

\[
B\omega^4=\frac{\omega}{\pi}.
\]

The root \(\omega=0\) is no crossover. Division by \(\omega\) leaves

\[
\boxed{\;\omega_{\rm IR}=(\pi B)^{-1/3}\;}
\]

The ratio of path to half wavelength is

\[
\frac{\ell}{\lambda/2}=\frac{\omega}{\pi B\omega^4}=\left(\frac{\omega_{\rm IR}}{\omega}\right)^3 .
\]

It falls steadily with frequency, so the Rayleigh law gives one crossing, with propagating waves below it. The transition is fairly steep: at \(\omega_{\rm IR}/10\) the path is 1000 half wavelengths.

The cube root makes the result insensitive to \(B\): doubling \(B\) lowers \(\omega_{\rm IR}\) by the factor \(2^{-1/3}=0.794\). The same factor appears if a quoted coefficient \(B_{\rm amp}\) describes amplitude decay. Then \(B=2B_{\rm amp}\), and the crossing is at \((2\pi B_{\rm amp})^{-1/3}\). If the criterion is changed to \(k\ell=1\), with \(k=\omega/v\), the condition becomes \(\Gamma=\omega\) and the crossing moves to \(B^{-1/3}\), higher by \(\pi^{1/3}=1.465\). The condition marks a gradual change, and this spread shows how much of the number is convention.

## A model that supplies both B and its correction

To see when \(\omega^4\) can be extended to the crossing, consider a scalar wave in a medium of uniform stiffness containing spheres of radius \(a\) and volume \(V\). Their density exceeds that of the host by the relative amount \(\varepsilon>0\), and they fill a volume fraction \(\phi\). At fixed frequency,

\[
\nabla^2u+k^2u=-k^2\varepsilon\,\chi(\mathbf r)\,u ,
\]

where \(\chi=1\) inside a sphere and 0 outside. The outgoing Green function of the left side turns the right side into a scattered wave

\[
u_s(\mathbf r)=k^2\varepsilon\int_V\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}\,u(\mathbf r')\,d^3r' .
\]

For wavelengths long both outside and inside the sphere, an incident wave of unit amplitude gives \(u\approx1\) throughout the sphere. Far away \(u_s=f e^{ikr}/r\), with

\[
f=\frac{k^2\varepsilon V}{4\pi},\qquad \sigma=4\pi f^2=\frac{k^4\varepsilon^2V^2}{4\pi}.
\]

If the spheres scatter independently, their number density \(\phi/V\) gives \(\Gamma=(\phi/V)v\sigma\). With \(k=\omega/v\),

\[
B=\frac{\phi\,\varepsilon^2V}{4\pi v^3}.
\]

This rate counts every deflection as a loss from the plane wave. The shift of the average sound speed by the spheres is neglected.

Let \(x=ka\). Using \(V=4\pi a^3/3\) in \(\omega_{\rm IR}^3=1/(\pi B)\),

\[
x_{\rm IR}^3=\frac{a^3}{v^3}\,\frac{4v^3}{\phi\varepsilon^2V}=\frac{3}{\pi\phi\varepsilon^2}.
\]

The Rayleigh law requires both \(x\) and the interior value \(X=x\sqrt{1+\varepsilon}\) to be small. Unless \(\phi\varepsilon^2\) is large, \(x_{\rm IR}\) is not small.

## The first correction

Outside the sphere, the wave of angular index \(l\) is proportional to \(\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)\), which far away becomes \(\sin(kr-l\pi/2+\delta_l)/(kr)\). The incident plane wave contains \((2l+1)i^lj_l(kr)P_l(\cos\theta)\). For the incoming parts to agree, the full wave must carry an extra factor \(e^{i\delta_l}\). Subtracting the incident wave, with \(\alpha=kr-l\pi/2\),

\[
e^{i\delta_l}\sin(\alpha+\delta_l)-\sin\alpha=e^{i\alpha}\,\frac{e^{2i\delta_l}-1}{2i}=e^{i\alpha}e^{i\delta_l}\sin\delta_l .
\]

Since \(i^le^{-il\pi/2}=1\), the scattering amplitude is \(f(\theta)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)\). The Legendre polynomials are orthogonal, with \(\int P_l^2\,d\Omega=4\pi/(2l+1)\), so

\[
\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l .
\]

For \(l=0\), \(ru\) is proportional to \(\sin(Xr/a)\) inside and to \(\sin(kr+\delta_0)\) outside. Continuity of \(u\) and \(du/dr\) at \(r=a\) gives

\[
\tan(x+\delta_0)=x\,\frac{\tan X}{X}
= x\left(1+\frac{X^2}{3}+\frac{2X^4}{15}+\dots\right).
\]

Call the right side \(y\) and use \(\arctan y=y-y^3/3+y^5/5-\dots\). To fifth order, \(y^3=x^3(1+X^2)\) and \(y^5=x^5\). Therefore

\[
\delta_0=\frac{xX^2}{3}-\frac{x^3}{3}+\frac{2xX^4}{15}-\frac{x^3X^2}{3}+\frac{x^5}{5}.
\]

With \(X^2=(1+\varepsilon)x^2\), the cubic terms give \(\varepsilon x^3/3\). The coefficient of \(x^5\) is

\[
\frac{2(1+\varepsilon)^2-5(1+\varepsilon)+3}{15}=\frac{\varepsilon(2\varepsilon-1)}{15}.
\]

Hence

\[
\delta_0=\frac{\varepsilon x^3}{3}\left[1+\frac{2\varepsilon-1}{5}x^2+\dots\right].
\]

The higher waves do not enter at this order. The logarithmic derivative \(z j_l'(z)/j_l(z)\) is \(l-z^2/(2l+3)+\dots\), so its inside and outside values differ by a term of order \(x^2\). Because \(j_l\propto x^l\) and \(y_l\propto x^{-l-1}\), matching gives \(\delta_l\propto x^{2l+3}\). Relative to the \(l=0\) cross section, wave \(l\) contributes at order \(x^{4l}\), which is \(x^4\) for \(l=1\). Replacing \(\sin\delta_0\) by \(\delta_0\) costs a relative error of order \(x^6\). Squaring the bracket,

\[
\Gamma=B\omega^4\left[1+c\,x^2+O(x^4)\right],\qquad c=\frac{2(2\varepsilon-1)}{5}.
\]

The sign of \(c\) has a physical reading. In the limit \(\varepsilon\to0\), \(c=-2/5\). Waves scattered from different parts of the sphere then interfere, and the amplitude is reduced by \(1-q^2a^2/10\), where \(q\) is the change of wave number. The intensity is reduced by \(1-q^2a^2/5\), and the average of \(q^2=2k^2(1-\cos\theta)\) over directions is \(2k^2\), which reproduces \(-2x^2/5\). The remaining part of \(c\), \(4\varepsilon/5\), comes from the field inside the sphere. To order \(k^2\), the scattered wave adds to the incident one the real term \(k^2\varepsilon\int_V d^3r'/(4\pi|\mathbf r-\mathbf r'|)=k^2\varepsilon(a^2/2-r^2/6)\). Its mean over the sphere is \(2\varepsilon x^2/5\), which raises the amplitude by this fraction and the intensity by twice as much. For \(\varepsilon>1/2\), this growth of the field outweighs the interference, and the rate at first rises above the Rayleigh law.

### Shift of the crossing

Put \(s=\omega/\omega_{\rm IR}\) and \(\eta=c\,x_{\rm IR}^2\). The corrected condition \(\Gamma=\omega/\pi\) is

\[
s^3(1+\eta s^2)=1 .
\]

Try \(s=1+s_1\eta+s_2\eta^2\). At first order, \(3s_1+1=0\), so \(s_1=-1/3\). At second order, \(s^3\) contributes \(3s_2+3s_1^2\), and the product \(\eta s^5\) contributes \(5s_1\):

\[
3s_2+\frac13-\frac53=0\quad\Longrightarrow\quad s_2=\frac49 .
\]

To first order,

\[
\omega_{\rm cross}\approx\omega_{\rm IR}\left(1-\frac{c\,x_{\rm IR}^2}{3}\right).
\]

The coefficient \(s_2\) belongs to the truncated equation. The neglected \(x^4\) term in the rate also shifts the crossing at order \(x_{\rm IR}^4\). What \(s_2\) does show is that the second term is \(4|\eta|/3\) times the first in size, so the expansion can be useful only when \(|\eta|\) is well below one. This alone is not enough: at \(\varepsilon=1/2\), \(\eta\) vanishes however large \(x_{\rm IR}\) is. Both \(x_{\rm IR}\) and the interior value \(x_{\rm IR}\sqrt{1+\varepsilon}\) must also be small, so that the neglected terms are small.

These are severe demands in this model. For large \(\varepsilon\), \(c\approx4\varepsilon/5\), and

\[
\eta\approx\frac45\left(\frac{3}{\pi\phi}\right)^{2/3}\varepsilon^{-1/3}.
\]

At \(\phi=0.1\) this is about \(3.6\,\varepsilon^{-1/3}\). Reaching \(\eta=0.3\) would take \(\varepsilon\approx12^3\approx1700\). Even that would not rescue the model as set up: the average density is then \(1+\phi\varepsilon\approx170\) times that of the host, the long-wavelength speed falls to \(v/\sqrt{1+\phi\varepsilon}\approx v/13\), and the speed shift can no longer be neglected. For ordinary density contrasts the crossing lies outside the range of the expansion, and \(\omega_{\rm IR}\) is an extrapolation.

## A ceiling on isotropic scattering

A second limit needs no expansion. Since \(\sin^2\delta_0\le1\), the \(l=0\) cross section cannot exceed \(4\pi/k^2\). The Rayleigh law replaces \(\sin^2\delta_0\) by \((\varepsilon x^3/3)^2\), which at the predicted crossing is

\[
\left(\frac{\varepsilon x_{\rm IR}^3}{3}\right)^2=\frac{1}{(\pi\phi\varepsilon)^2}.
\]

If \(\phi\varepsilon<1/\pi\), isotropic scattering cannot supply the rate that the formula assumes at \(\omega_{\rm IR}\). Higher waves may add to it, but the Rayleigh law has lost its basis there. Satisfying \(\phi\varepsilon>1/\pi\) does not prove the law either. It also means that the spheres raise the average density by more than 32% of the host value, which strains the neglect of the speed shift. A small phase at the crossing needs \(\phi\varepsilon\) large, while the neglect needs it small, so the two demands conflict. The heavy spheres below have \(\phi\varepsilon=0.384\), which lowers the long-wavelength speed to about \(0.85\,v\); their crossing frequencies belong to the model with this shift left out.

## Numbers

Take the round model values \(B=10^{-39}\) s³ and \(v=4000\) m/s. Then

\[
\omega_{\rm IR}=(3.142\times10^{-39}\ {\rm s^3})^{-1/3}=6.83\times10^{12}\ {\rm rad/s}.
\]

This is an ordinary frequency of 1.09 THz, or a quantum of 4.49 meV. The wavelength is \(2\pi v/\omega_{\rm IR}=3.68\) nm. The decay rate is \(\omega_{\rm IR}/\pi=2.17\times10^{12}\) s⁻¹, so the mean free path is 1.84 nm, half the wavelength as required. The criterion \(k\ell=1\) would give \(1.00\times10^{13}\) rad/s.

Now let two sets of spheres produce this same \(B\). From the expression for \(B\),

\[
\phi\varepsilon^2=\frac{4\pi v^3B}{V}=\frac{8.04\times10^{-28}\ {\rm m^3}}{V}.
\]

| Quantity | Heavy spheres | Light spheres |
|---|---|---|
| Radius \(a\) (nm) | 0.5 | 1.0 |
| Excess density \(\varepsilon\) | 4 | 1 |
| Volume fraction \(\phi\) | 0.096 | 0.192 |
| \(x_{\rm IR}\) | 0.853 | 1.707 |
| Interior value \(X\) at \(\omega_{\rm IR}\) | 1.91 | 2.41 |
| Full rate / Rayleigh rate at \(\omega_{\rm IR}\) | 1.42 | 0.328 |

The full rate comes from the partial-wave sum. Tests at long wavelength confirm \(B\) to within 0.2% and the fourth power to within 0.01 in the exponent. The first correction is visible there too. Between \(x=0.01\) and \(0.02\) it should raise the measured exponent by \(3c\times10^{-4}/\ln2\). For the heavy spheres \(c=2.8\), which predicts 4.0012. For the light spheres \(c=0.4\), which predicts 4.0002. Both agree with the numerical output.

### Heavy spheres: the crossing moves down

The full rate first reaches \(\omega/\pi\) at \(x=0.611\), or \(4.89\times10^{12}\) rad/s. This is 0.716 of \(\omega_{\rm IR}\), in the direction given by the positive \(c\). The size of the shift is beyond the expansion: \(\eta=2.8\times0.853^2=2.04\), and \(1-\eta/3=0.32\).

The \(l=0\) wave accounts for the crossing. At \(x=0.6112\), \(X=\sqrt5\,x=1.367\), and matching gives \(\tan(x+\delta_0)=2.16\). Hence \(\delta_0=0.526\) and \(\sin^2\delta_0=0.252\), so \(\sigma_0/a^2=4\pi\times0.252/0.6112^2=8.48\). Since \(\pi\Gamma/\omega=3\phi\sigma/(4a^2x)\), the \(l=0\) part alone gives \(0.072\times8.48/0.6112=1.00\). Its phase is well above the leading value \(\varepsilon x^3/3=0.304\), because \(X\) is approaching \(\pi/2\), where \(\tan X\) diverges.

The scan from \(x=0.05\) to 20 finds six crossings, not one. The rate starts below \(\omega/\pi\), so it exceeds this value in three separate bands and ends below it. The higher bands may come from interior resonances of higher angular index, but this was not examined separately. In this model the Ioffe-Regel condition does not divide the spectrum into one propagating and one non-propagating part.

### Light spheres: the crossing disappears

The light spheres have the same \(B\) and therefore the same \(\omega_{\rm IR}\), yet no crossing is found over the same range of \(x\). The largest value of \(\pi\Gamma/\omega\) is 0.488, near \(x=3.0\).

The first correction would mislead here. It gives \(\eta=0.4\times1.707^2=1.17\), an increase of the rate, whereas the full rate at \(\omega_{\rm IR}\) is about a third of the Rayleigh value. The ceiling shows that the isotropic wave cannot follow the expansion. Here \(\phi\varepsilon=0.192\) is below \(1/\pi=0.318\), and isotropic scattering can supply at most \((\pi\times0.192)^2=0.364\) of the Rayleigh rate at \(\omega_{\rm IR}\). It supplies less: matching at \(x=1.707\) gives \(\sin^2\delta_0=0.587\), or 0.214 of the Rayleigh rate. The higher waves, almost entirely \(l=1\), add 0.114 and do not make up the difference.

## Using the estimate

The relation \(\omega_{\rm IR}=(\pi B)^{-1/3}\) locates the first crossing if the \(\omega^4\) law holds approximately at all frequencies up to and slightly above \(\omega_{\rm IR}\). A coefficient \(B\) fitted at low frequency cannot establish this, as the two sets of spheres show. Further information is needed: the damping measured or computed up to the crossing, or the size and contrast of the scatterers.

The sphere calculation tests the extrapolation within independent scattering of a scalar wave. It omits the polarizations of real sound, correlations between scatterers, and repeated scattering. The last is a serious omission near the crossing itself, where the mean free path is comparable to the wavelength. The crossings found here are thus evidence about the reliability of the formula, not predictions for a particular glass.

## Computed values

```
Rayleigh coefficient B = 1.000e-39 s^3
sound speed v = 4000 m/s
omega_IR from formula = 6.8278e+12 rad/s
omega_IR from root search = 6.8278e+12 rad/s
frequency omega_IR/(2 pi) = 1.0867 THz
quantum hbar omega_IR = 4.494 meV
decay rate at omega_IR = 2.1734e+12 1/s
wavelength at omega_IR = 3.681 nm
mean free path at omega_IR = 1.840 nm
path/half wavelength at omega_IR/10 = 1000.0
energy left after half a damped period = 0.3632
exp(-1) for comparison = 0.3679
linewidth / decay rate = 1.000000
omega_IR with B doubled = 5.4193e+12 rad/s
ratio for B doubled = 0.7937
crossing for k*path = 1: 1.0000e+13 rad/s
ratio for k*path = 1: 1.4646
partial waves / Born, weak contrast, x=1.5: 1.00054
heavy: radius = 0.5 nm, excess density = 4.0
heavy: volume fraction = 0.0960
heavy: phi*eps^2 = 1.5360
heavy: B from partial waves = 1.0003e-39 s^3
heavy: low-frequency exponent = 4.0012
heavy: k*a at omega_IR = 0.8535
heavy: interior k*a at omega_IR = 1.9084
heavy: full rate/Rayleigh at omega_IR = 1.4176
heavy: largest pi*rate/omega = 1.6291 at k*a = 0.758
heavy: crossings for k*a 0.05 to 20 = 6
heavy: first crossing k*a = 0.6112
heavy: first crossing = 4.8894e+12 rad/s
heavy: first crossing/omega_IR = 0.7161
light: radius = 1.0 nm, excess density = 1.0
light: volume fraction = 0.1920
light: phi*eps^2 = 0.1920
light: B from partial waves = 1.0000e-39 s^3
light: low-frequency exponent = 4.0002
light: k*a at omega_IR = 1.7070
light: interior k*a at omega_IR = 2.4140
light: full rate/Rayleigh at omega_IR = 0.3280
light: largest pi*rate/omega = 0.4881 at k*a = 3.003
light: crossings for k*a 0.05 to 20 = 0
```
